# Solute Diffusion with Very Fast Vacancy Exchange in an fcc Crystal: verification in Python

```python
"""
Result under test: solute diffusivity in the fcc five-frequency vacancy model,
    D = a^2 Cv (w4/w3) w2 R/(w2 + R),   R = w1 + 3.5 F w3,
which tends to the finite ceiling a^2 Cv (w4/w3) R for infinitely fast exchange.
a: cubic edge; Cv: vacancy site fraction far from the solute.
w0: bulk vacancy jump; w1: rotation around solute; w2: solute exchange;
w3: dissociation; w4: association. All are rates of one individual jump.
F: escape factor, a function of w4/w0 only.
Lattice coordinates below are in units of a/2, so nearest neighbours are <110>.
"""
from itertools import product
import numpy as np
from scipy import constants, sparse

JUMPS = np.array([v for v in product((-1, 0, 1), repeat=3)
                  if sum(c * c for c in v) == 2])


def lattice(cells):
    """Periodic fcc lattice, squared distances, neighbour and inverse indices."""
    box = 2 * cells
    xyz = np.indices((box, box, box)).reshape(3, -1).T - cells
    xyz = xyz[xyz.sum(axis=1) % 2 == 0]
    index = -np.ones((box, box, box), dtype=int)
    index[tuple((xyz + cells).T)] = np.arange(len(xyz))

    def find(points):
        wrapped = (points + cells) % box
        return index[wrapped[..., 0], wrapped[..., 1], wrapped[..., 2]]

    neighbours = find(xyz[:, None, :] + JUMPS[None, :, :])
    return xyz, (xyz**2).sum(axis=1), neighbours, find(-xyz)


def conjugate_gradient(matrix, source):
    """Solve a positive definite system with diagonal preconditioning."""
    inverse_diagonal = 1 / matrix.diagonal()
    solution = np.zeros_like(source)
    residual = source.copy()
    z = inverse_diagonal * residual
    direction = z.copy()
    rz = residual @ z
    target = 1e-11 * np.linalg.norm(source)
    for _ in range(3000):
        image = matrix @ direction
        step = rz / (direction @ image)
        solution += step * direction
        residual -= step * image
        if np.linalg.norm(residual) < target:
            return solution
        z = inverse_diagonal * residual
        new_rz = residual @ z
        direction = z + (new_rz / rz) * direction
        rz = new_rz
    raise RuntimeError("linear solver did not converge")


def escape_factor(ratio, cells, boost=1.0):
    """F from the discrete Laplace equation outside the first shell.
    ratio = w4/w0; boost multiplies all bonds touching second neighbours."""
    xyz, r2, neighbours, _ = lattice(cells)
    shell, outer, second = r2 == 2, r2 > 2, r2 == 4
    x = xyz[:, 0].astype(float)
    out_ids = np.flatnonzero(outer)
    position = -np.ones(len(x), dtype=int)
    position[out_ids] = np.arange(len(out_ids))
    near = neighbours[out_ids]
    weight = np.where(shell[near], ratio, 1.0)
    weight *= np.where(second[out_ids][:, None] | second[near], boost, 1.0)
    source = (weight * shell[near] * x[near]).sum(axis=1)
    rows = np.repeat(np.arange(len(out_ids)), 12)
    columns = position[near].ravel()
    inside = columns >= 0
    coupling = sparse.csr_matrix(
        (weight.ravel()[inside], (rows[inside], columns[inside])),
        shape=(len(out_ids), len(out_ids)))
    matrix = (sparse.diags(weight.sum(axis=1)) - coupling).tocsr()
    field = np.zeros(len(x))
    field[shell] = x[shell]
    field[out_ids] = conjugate_gradient(matrix, source)
    ids = np.flatnonzero(shell)
    near = neighbours[ids]
    bond = outer[near] * np.where(second[near], boost, 1.0)
    flux = (bond * (x[ids, None] - field[near])).sum(axis=1)
    factor = (x[ids] @ flux) / (7 * (x[ids] @ x[ids]))
    # The response must be a pure vector on all twelve shell sites.
    assert np.max(np.abs(flux - 7 * factor * x[ids])) < 1e-6
    return factor


def infinite_escape_factor(ratio, small=12, large=16, boost=1.0):
    """Remove the leading periodic-image error, inversely proportional to volume."""
    f_small = escape_factor(ratio, small, boost)
    f_large = escape_factor(ratio, large, boost)
    return (large**3 * f_large - small**3 * f_small) / (large**3 - small**3)


def density_wave_diffusivity(w1, w2, w3, w4, w0=1.0, cells=4, bound_only=False):
    """D/a^2 from the decay rate of a long solute density wave."""
    xyz, r2, neighbours, opposite = lattice(cells)
    solute = int(np.flatnonzero(r2 == 0)[0])
    shell = r2 == 2
    keep = np.flatnonzero(shell if bound_only else r2 > 0)

    def estimate(q):
        generator = np.zeros((len(r2), len(r2)), dtype=complex)
        for i in keep:
            for j in neighbours[i]:
                if j == solute:
                    generator[i, opposite[i]] += w2 * np.exp(1j * q * xyz[i, 0])
                    generator[i, i] -= w2
                    continue
                if shell[i] and shell[j]:
                    forward = backward = w1
                elif shell[i]:
                    forward, backward = w3, w4
                elif shell[j]:
                    forward, backward = w4, w3
                else:
                    forward = backward = w0
                generator[i, j] += np.sqrt(forward * backward)
                generator[i, i] -= forward
        active = generator[np.ix_(keep, keep)]
        assert np.allclose(active, active.conj().T)
        return np.linalg.eigvalsh(-active)[0] / q**2

    q = 0.03
    return (4 * estimate(q) - estimate(2 * q)) / 3 / 4


def cell_formula(w1, w2, w3, w4, cells=4):
    """Derived D/a^2 for one vacancy and one solute in the same periodic cell."""
    binding = w4 / w3
    probability = binding / (12 * binding + 4 * cells**3 - 13)
    supply = w1 + 3.5 * escape_factor(w4, cells) * w3
    return probability * w2 * supply / (w2 + supply), probability * supply


def equal_rate_escape_factor():
    """Infinite-crystal F at w4=w0 from a Brillouin-zone integral."""
    def response(points):
        k = (np.arange(points) + 0.5) * np.pi / points
        c = np.cos(k)
        cx, cy, cz = c[:, None, None], c[None, :, None], c[None, None, :]
        numerator = 2 * (1 - cx**2) * (cy + cz)**2
        return np.mean(numerator / (12 - 4 * (cx * cy + cy * cz + cz * cx)))
    g = (8 * response(80) - response(40)) / 7
    return (1 / g - 3) / 7, (1 - g) / (1 + g)


# Round model inputs; energies in eV, length in angstrom, time in seconds.
kB = constants.k / constants.e
edge, temperature, anneal_time, attempt = 4.0, 500.0, 600.0, 1e13
formation, binding_energy = 0.70, 0.20
barriers = np.array([0.60, 0.70, 0.30, 0.75, 0.55])
assert abs(barriers[3] - barriers[4] - binding_energy) < 1e-12


def ceiling(T):
    rates = attempt * np.exp(-barriers / (kB * T))
    vacancy = np.exp(-formation / (kB * T))
    factor = infinite_escape_factor(rates[4] / rates[0])
    prefactor = edge**2 * vacancy * rates[4] / rates[3]
    rotation = prefactor * rates[1]
    dissociation = prefactor * 3.5 * factor * rates[3]
    return rates, vacancy, factor, prefactor, rotation, dissociation


rates, vacancy, F, prefactor, D_rot, D_dis = ceiling(temperature)
w0, w1, w2, w3, w4 = rates
D_max = D_rot + D_dis
R = w1 + 3.5 * F * w3
correlation = R / (w2 + R)
D_real = prefactor * w2 * correlation
thermal = kB * temperature

# General rates, no rotation, and the example's ratios with ever faster exchange.
for case in [(1, 1, 1, 1), (0.3, 2, 0.5, 2), (0, 50, 0.7, 1.5)]:
    direct = density_wave_diffusivity(*case)
    derived, _ = cell_formula(*case)
    # Tolerance covers finite wave number and eigenvalue rounding.
    assert abs(direct / derived - 1) < 5e-5, (case, direct, derived)
scan = []
for exchange in (0.1, 1.0, 10.0, 100.0, 10000.0):
    case = (w1 / w0, exchange, w3 / w0, w4 / w0)
    direct = density_wave_diffusivity(*case)
    derived, limit = cell_formula(*case)
    assert abs(direct / derived - 1) < 5e-5, (case, direct, derived)
    scan.append((exchange, direct / limit, derived / limit))
assert all(b[1] > a[1] for a, b in zip(scan, scan[1:]))
assert abs(scan[-1][1] - 1) < 1e-4

# A permanently bound pair migrates by rotation; its midpoint walk gives w1/12.
bound_pair = density_wave_diffusivity(1, 1e4, 0, 0, bound_only=True)
assert abs(bound_pair / (1 / 12) - 1) < 2e-4

# Infinite-crystal value, limiting returns and monotonic trend.
F_equal, f_equal = equal_rate_escape_factor()
F_equal_cell = infinite_escape_factor(1.0)
assert abs(F_equal - F_equal_cell) < 3e-5
F_slow = infinite_escape_factor(1e-4)
F_fast = infinite_escape_factor(1e4)
assert abs(F_slow - 1) < 1e-3 and abs(F_fast - 2 / 7) < 1e-3
trend = [escape_factor(r, 8) for r in (0.01, 0.1, 1, 10, 100)]
assert np.all(np.diff(trend) < 0)
cell_shift = F - infinite_escape_factor(w4 / w0, 8, 12)
assert abs(cell_shift) < 1e-4

# Apparent activation energy at the anneal temperature.
low, high = ceiling(temperature - 5), ceiling(temperature + 5)
beta_low, beta_high = 1 / (kB * 495.0), 1 / (kB * 505.0)
activation = -(np.log(sum(high[4:])) - np.log(sum(low[4:]))) / (beta_high - beta_low)

# Sizes of neglected effects for stated rough inputs.
second_energy = 0.05
boost = np.exp(second_energy / (2 * thermal))
F_second = infinite_escape_factor(w4 / w0, boost=boost)
second_change = 3.5 * w3 * (F_second - F) / R
quantum_energy = constants.h * attempt / constants.e
tunnelling = (quantum_energy / thermal)**2 / 24
solute_fraction, excess, depth = 1e-4, 1e-5, 2000.0
trapping = 12 * solute_fraction * w4 / w3
drain_time = depth**2 / (edge**2 * w0) * (1 + trapping)
transient = excess / vacancy * drain_time / anneal_time
drift = D_max * excess / vacancy * drain_time / depth
divacancies = 6 * vacancy * np.exp(0.20 / thermal)
length = np.sqrt(2 * D_real * anneal_time)

print(f"Cubic edge: {edge:.1f} angstrom")
print(f"Temperature: {temperature:.0f} K; thermal energy: {thermal:.5f} eV")
print(f"Anneal time: {anneal_time:.0f} s; attempt frequency: {attempt:.1e} 1/s")
print(f"Vacancy formation, binding: {formation:.2f}, {binding_energy:.2f} eV")
print("Barriers w0 to w4: " + ", ".join(f"{e:.2f}" for e in barriers) + " eV")
for number, rate in enumerate(rates):
    print(f"Rate w{number}: {rate:.4e} 1/s")
print(f"Vacancy site fraction: {vacancy:.4e}")
print(f"Binding factor w4/w3: {w4/w3:.3f}")
print(f"Association ratio w4/w0: {w4/w0:.4f}")
print(f"Escape factor F: {F:.5f}")
print(f"F shift, cells 8/12 to 12/16: {cell_shift:.2e}")
print(f"Half-saturation exchange rate R: {R:.4e} 1/s")
print(f"Correlation factor at example w2: {correlation:.4e}")
print(f"Rotation part of ceiling: {D_rot:.3f} angstrom^2/s")
print(f"Dissociation part of ceiling: {D_dis:.3f} angstrom^2/s")
print(f"Rotation share of ceiling: {100*D_rot/D_max:.2f} percent")
print(f"Ceiling D: {D_max:.3f} angstrom^2/s = {D_max*1e-16:.4e} cm^2/s")
print(f"D at example w2: {D_real:.3f} angstrom^2/s")
print(f"D without correlation: {prefactor*w2:.4e} angstrom^2/s")
print(f"Overestimate without correlation: factor {1/correlation:.1f}")
print(f"Apparent activation energy of ceiling: {activation:.4f} eV")
print(f"One-axis rms displacement: {length:.2f} angstrom = {length/10:.2f} nm")
print("Cell test: w2/w0, direct D/ceiling, formula D/ceiling")
for exchange, direct, derived in scan:
    print(f"  {exchange:.1f}, {direct:.6f}, {derived:.6f}")
print(f"Bound pair D/(a^2 w1), fast exchange: {bound_pair:.6f}")
print(f"Equal rates: F integral {F_equal:.6f}, F cells {F_equal_cell:.6f}")
print(f"Equal rates: correlation factor {f_equal:.6f}")
print(f"F at w4/w0 = 1e-4 and 1e4: {F_slow:.6f}, {F_fast:.6f}")
print(f"Finite-exchange deficit: {100*(1-D_real/D_max):.4f} percent")
print(f"Exchange rate/attempt frequency: {w2/attempt:.3e}")
print(f"Barrierless exchange deficit: {100*R/(attempt+R):.2e} percent")
print(f"Wigner tunnelling increase per rate: {100*tunnelling:.2f} percent")
print(f"Formation entropy of 1 kB: D factor {np.exp(1):.3f}")
print(f"Second-shell energy: {second_energy:.2f} eV; bond factor: {boost:.3f}")
print(f"Second-shell change in ceiling: {100*second_change:.2f} percent")
print(f"Solute site fraction: {solute_fraction:.1e}")
print(f"Another solute beside a pair: {100*18*solute_fraction:.2f} percent")
print(f"Trapped/free vacancy ratio: {trapping:.4f}")
print(f"Divacancies/vacancies, 0.20 eV binding: {divacancies:.2e}")
print(f"Initial excess vacancies: {excess:.1e}; sink depth: {depth:.0f} angstrom")
print(f"Excess-vacancy drain time: {drain_time:.4f} s")
print(f"Transient addition to D times time: {100*transient:.3f} percent")
print(f"Transient drift for unit drag ratio: {drift:.3f} angstrom")
print("no test failed")
```

Output:

```
Cubic edge: 4.0 angstrom
Temperature: 500 K; thermal energy: 0.04309 eV
Anneal time: 600 s; attempt frequency: 1.0e+13 1/s
Vacancy formation, binding: 0.70, 0.20 eV
Barriers w0 to w4: 0.60, 0.70, 0.30, 0.75, 0.55 eV
Rate w0: 8.9591e+06 1/s
Rate w1: 8.7965e+05 1/s
Rate w2: 9.4653e+09 1/s
Rate w3: 2.7563e+05 1/s
Rate w4: 2.8592e+07 1/s
Vacancy site fraction: 8.7965e-08
Binding factor w4/w3: 103.732
Association ratio w4/w0: 3.1914
Escape factor F: 0.54268
F shift, cells 8/12 to 12/16: -2.92e-06
Half-saturation exchange rate R: 1.4032e+06 1/s
Correlation factor at example w2: 1.4822e-04
Rotation part of ceiling: 128.426 angstrom^2/s
Dissociation part of ceiling: 76.434 angstrom^2/s
Rotation share of ceiling: 62.69 percent
Ceiling D: 204.859 angstrom^2/s = 2.0486e-14 cm^2/s
D at example w2: 204.829 angstrom^2/s
D without correlation: 1.3819e+06 angstrom^2/s
Overestimate without correlation: factor 6746.6
Apparent activation energy of ceiling: 1.2240 eV
One-axis rms displacement: 495.78 angstrom = 49.58 nm
Cell test: w2/w0, direct D/ceiling, formula D/ceiling
  0.1, 0.385606, 0.385606
  1.0, 0.862566, 0.862566
  10.0, 0.984317, 0.984317
  100.0, 0.998409, 0.998409
  10000.0, 0.999984, 0.999984
Bound pair D/(a^2 w1), fast exchange: 0.083325
Equal rates: F integral 0.735898, F cells 0.735898
Equal rates: correlation factor 0.781451
F at w4/w0 = 1e-4 and 1e4: 0.999956, 0.285860
Finite-exchange deficit: 0.0148 percent
Exchange rate/attempt frequency: 9.465e-04
Barrierless exchange deficit: 1.40e-05 percent
Wigner tunnelling increase per rate: 3.84 percent
Formation entropy of 1 kB: D factor 2.718
Second-shell energy: 0.05 eV; bond factor: 1.786
Second-shell change in ceiling: 8.95 percent
Solute site fraction: 1.0e-04
Another solute beside a pair: 0.18 percent
Trapped/free vacancy ratio: 0.1245
Divacancies/vacancies, 0.20 eV binding: 5.47e-05
Initial excess vacancies: 1.0e-05; sink depth: 2000 angstrom
Excess-vacancy drain time: 0.0314 s
Transient addition to D times time: 0.595 percent
Transient drift for unit drag ratio: 0.365 angstrom
no test failed
```
